# Why a 180-degree phase edge stays dark under even pupil aberrations

**Question.** A mask transmits +1 on one side of a long straight edge and −1 on the other. It is lit by a single on-axis coherent plane wave. Defocus and spherical aberration change the image on both sides of the edge, so why does the scalar intensity at the edge itself stay exactly zero?

**Answer.** The edge sends out plane waves in pairs, at equal and opposite angles, and the two members of a pair have opposite amplitudes. An even pupil multiplies both by the same complex number. Whatever that number is, the two still cancel at the edge.

### The pairs

Let the edge lie along \(y\) at \(x=0\), with \(x\) measured on the wafer scale. The mask is treated as thin, with transmission \(t(x)=\operatorname{sgn}x\). Because \(t\) does not depend on \(y\), light is diffracted only into spatial frequencies with \(f_y=0\). The image therefore uses one line of the pupil, through its centre and perpendicular to the edge. Call the pupil function on that line \(P(f)\); it vanishes for \(|f|>f_c=\mathrm{NA}/\lambda\). With time factor \(e^{-i\omega t}\), the image amplitude is

\[
E(x)=\int_{-f_c}^{f_c}P(f)\,T(f)\,e^{2\pi i f x}\,df ,
\]

where \(T\) is the Fourier transform of \(t\). A clear mask, \(t=1\), gives \(E=P(0)\). I set \(|P(0)|=1\), so that intensities are fractions of the clear field.

The sign function does not decay, so give it a slow decay \(e^{-\varepsilon|x|}\) and let \(\varepsilon\to0\) at the end:

\[
T_\varepsilon(f)=\int_0^\infty e^{-\varepsilon x}\left(e^{-2\pi i f x}-e^{2\pi i f x}\right)dx
=\frac{1}{\varepsilon+2\pi i f}-\frac{1}{\varepsilon-2\pi i f}
=\frac{-4\pi i f}{\varepsilon^2+4\pi^2f^2}.
\]

This is odd in \(f\) for every \(\varepsilon\), and for \(f\neq0\) it tends to \(1/(i\pi f)\). At \(x=0\) all the exponentials equal 1. Folding the negative frequencies onto the positive ones gives

\[
E_\varepsilon(0)=\int_0^{f_c}\left[P(f)-P(-f)\right]T_\varepsilon(f)\,df .
\]

If \(P(-f)=P(f)\), the bracket is zero at each frequency separately. The integral is then zero for every \(\varepsilon\), and so is its limit. Nothing was assumed about the size of the aberration, and \(P\) may be complex, so an even variation of pupil transmission is allowed too.

Defocus by a distance \(z\) in air multiplies \(P\) by a phase factor with phase

\[
\phi_z(f)=2\pi z\left[\sqrt{1/\lambda^2-f^2}-1/\lambda\right].
\]

It depends on \(f^2\) alone, so it is even without any small-angle approximation.

### What defocus does change

For \(x\neq0\) and even \(P\), the same folding, now with \(T=1/(i\pi f)\), gives

\[
E(x)=\frac{1}{i\pi}\int_0^{f_c}\frac{P(f)}{f}\left(e^{2\pi i f x}-e^{-2\pi i f x}\right)df
=\frac{2}{\pi}\int_0^{f_c}P(f)\,\frac{\sin(2\pi f x)}{f}\,df .
\]

The amplitude is odd in \(x\). Close to the edge \(\sin(2\pi fx)\approx2\pi fx\), so

\[
E(x)\approx4x\int_0^{f_c}P\,df=2x\int_{-f_c}^{f_c}P\,df,\qquad
I(x)\approx Kx^2,\qquad K=4\left|\int_{-f_c}^{f_c}P\,df\right|^2 .
\]

With \(P=1\) the integral is \(2f_c\) and \(K=16f_c^2\). A phase that varies across the pupil turns the contributions to the integral out of line with each other and makes \(K\) smaller. The dark line then has a flatter bottom, but its centre does not rise.

Take \(\lambda=248\) nm and \(\mathrm{NA}=0.60\), so that \(1/f_c=\lambda/\mathrm{NA}=413.3\) nm. In focus,

\[
K=\frac{16}{(413.3\ \text{nm})^2}=9.37\times10^{-5}\ \text{nm}^{-2}.
\]

At 20 nm from the edge this predicts \(I\approx0.0375\); the full integral gives 0.0371. At 300 nm defocus the phase at the pupil rim is

\[
\frac{2\pi\times300}{248}\left(\sqrt{1-0.60^2}-1\right)=7.60\times(-0.20)=-1.52\ \text{rad}.
\]

The clear-field intensity is held fixed in this comparison:

| Defocus (nm) | \(K/K_{\text{focus}}\) | \(I\) at 50 nm | Width at \(I=0.30\) (nm) |
|---|---|---|---|
| 0 | 1.000 | 0.220 | 118 |
| 300 | 0.818 | 0.181 | 132 |
| 600 | 0.437 | 0.098 | 183 |

The line widens by more than half while its centre stays at zero. As a separate test, a pixelated mask of very long period was Fourier transformed, filtered and summed order by order. For 20 random even pupils, with both phase and transmission varying, the largest \(I(0)\) was \(8\times10^{-31}\), which is rounding error.

### When the aberration is not even

Write \(P=A\,e^{i(\phi_e+\phi_o)}\), with \(A\) and \(\phi_e\) even and \(\phi_o\) odd. Then

\[
P(f)-P(-f)=A\,e^{i\phi_e}\left(e^{i\phi_o}-e^{-i\phi_o}\right)=2iA\,e^{i\phi_e}\sin\phi_o ,
\]

and multiplying by \(1/(i\pi f)\) gives

\[
E(0)=\frac{2}{\pi}\int_0^{f_c}A\,e^{i\phi_e}\,\frac{\sin\phi_o}{f}\,df .
\]

Consider coma directed across the edge, \(\phi_o=2\pi W(3p^3-2p)\), with \(p=f/f_c\) and \(W\) in waves. In focus, with \(A=1\) and to first order in \(W\),

\[
E(0)\approx\frac{2}{\pi}\,2\pi W\int_0^1(3p^2-2)\,dp=4W(1-2)=-4W .
\]

For \(W=0.02\) this is \(-0.08\), or \(I(0)\approx0.0064\), in agreement with the computed 0.00639.

A zero still exists, but it has moved. With odd phase alone, \(P(-f)=P^*(f)\). Since also \(T(-f)=T^*(f)\), \(E(x)\) is real. Far from the edge the mask looks uniform and \(E\) tends to \(-1\) on the left and \(+1\) on the right, so it must cross zero. The slope at the edge is \(4f_c\) to leading order, which puts the crossing at

\[
x_0\approx\frac{4W}{4f_c}=\frac{W\lambda}{\mathrm{NA}}=0.02\times413.3\ \text{nm}=8.27\ \text{nm}.
\]

The computed position is 8.28 nm.

This also shows that evenness is sufficient but not necessary. Adding the pupil tilt \(e^{2\pi i f x_0}\) replaces \(E(x)\) by \(E(x+x_0)\) and brings the zero back to the edge, although the pupil is still not even.

When coma and defocus act together, \(E\) is complex, and its real and imaginary parts need not vanish at the same place. With \(W=0.02\) and 300 nm defocus, the minimum near the edge is \(8.7\times10^{-4}\), at \(x=8.8\) nm. The exact zero there is gone.

Direction matters as well. Coma directed along the edge has a phase proportional to \(f_y\), which vanishes on the pupil line in use. In a two-dimensional calculation on a periodic mask, 0.10 waves of coma across the edge gave \(I(0)=0.17\), while the same coma along the edge gave zero to rounding. The first value differs from the 0.156 of an isolated edge because the periodic mask samples the pupil at only a few orders. Whether it comes out higher or lower depends on where the pupil rim falls between those orders.

### When the mask is not balanced

Let the left side transmit \(-r\) instead of \(-1\). Then

\[
t(x)=\frac{1-r}{2}+\frac{1+r}{2}\operatorname{sgn}x ,
\]

which is 1 on the right and \(-r\) on the left. For an even pupil the second term gives nothing at the edge. The first is a uniform field, so

\[
E(0)=\frac{1-r}{2}P(0),\qquad I(0)=\frac{|1-r|^2}{4}.
\]

This does not depend on focus. An opaque left side, \(r=0\), gives \(I(0)=1/4\) at every defocus: the edge intensity of an ordinary chrome edge is also unchanged by even aberrations, but it stays at a quarter of the clear field instead of zero. The value is zero only for \(r=1\), that is, for equal amplitudes and a phase difference of exactly 180 degrees.

A phase error \(\delta\) alone, \(r=e^{i\delta}\), gives \(I(0)=\sin^2(\delta/2)\), or \(6.9\times10^{-4}\) for 3 degrees. An amplitude ratio of 0.95 gives \((0.05)^2/4=6.3\times10^{-4}\). These are values at \(x=0\), which need not be the minimum. In focus the amplitude ratio of 0.95 still leaves an exact zero, moved 2.65 nm toward the weaker side, and the 3 degree phase error moves the minimum by 1.4 nm at 300 nm defocus, in a direction set by the sign of the defocus.

### When the light is not on axis

A tilted incident wave with transverse frequency \(f_s=sf_c\) across the edge shifts the mask spectrum. Apart from a phase factor that does not affect intensity, this is the same as replacing \(P(f)\) by \(P(f+f_s)\). Even a perfect pupil is then off centre, and some waves lose their partners. The paired waves cancel, and the rest give

\[
E(0)=\frac{1}{i\pi}\,\mathrm{PV}\!\!\int_{-(1+s)f_c}^{(1-s)f_c}\frac{df}{f}
=\frac{1}{i\pi}\ln\frac{1-s}{1+s},\qquad
I(0)=\frac{1}{\pi^2}\ln^2\frac{1+s}{1-s},
\]

where PV denotes the principal value. For \(s=0.30\) this is 0.039.

For small \(s\) the logarithm is about \(2s\), so \(I(0)\approx4s^2/\pi^2\). The intensities from different points of an extended source add. Over a uniform disc of radius \(\sigma\), in units of the pupil radius, the mean square displacement across the edge is \(\sigma^2/4\), so \(I(0)\approx\sigma^2/\pi^2\). For \(\sigma=0.30\) the estimate is 0.0091 and the full average is 0.0096.

Defocus now matters. Expanded about \(f_s\), the defocus phase has a linear term \(-2\pi z f\tan\theta_s\), where \(\sin\theta_s=\lambda f_s\). Taken alone, this term would shift the pattern from that source point by \(z\tan\theta_s\). The rest of the defocus phase acts over an off-centre pupil, where it no longer cancels in pairs, and it undoes part of the shift: for \(s=0.30\) and 300 nm defocus the dark minimum moves by 40 nm, not by \(z\tan\theta_s=55\) nm. Different source points move the minimum by different amounts, which tends to fill in the dark line. The shift alone would overestimate the edge intensity, giving 0.055 at 300 nm and 0.111 at 600 nm over the disc. The full average over the disc, with both effects included, is 0.032 at 300 nm and 0.080 at 600 nm.

### Why the statement says "scalar"

If the electric field points along the edge, all the diffracted waves have parallel fields and the scalar argument applies. If it points across the edge, a wave at angle \(\theta\), with \(\sin\theta=\lambda f/n\) in a medium of index \(n\), has field direction \((\cos\theta,0,-\sin\theta)\). The factor \(\cos\theta\) is even, so \(E_x(0)=0\). The factor \(\sin\theta\) is odd, so the longitudinal parts of each pair add:

\[
E_z(0)=-\int P(f)\,\frac{1}{i\pi f}\,\frac{\lambda f}{n}\,df
=-\frac{\lambda}{i\pi n}\int_{-f_c}^{f_c}P\,df .
\]

In focus the last integral is \(2\,\mathrm{NA}/\lambda\), and \(|E_z(0)|^2=(2\,\mathrm{NA}/\pi n)^2\). This takes the same amplitude factor for all angles and ignores reflections. The result is 0.146 in air and 0.048 in a resist with \(n=1.75\). Unpolarized light gives half the latter, 0.024. The obliquity factor of a 4× reduction lens raises the value in air to 0.156; obliquity and Fresnel transmission together raise the value in resist to 0.049.

### Beside a real exposure

The parameters lie in the regime of KrF lithography with an alternating phase-shift mask, and the sizes of the imperfections are rough, assumed values. A real source is not a point, and for the disc used here this alone lifts the edge from zero to about 0.01 in focus and 0.08 at 600 nm defocus. In focus, the longitudinal field in resist (0.024) and a Gaussian resist blur of 15 nm standard deviation (0.021) are larger than the source effect, while 1 percent flare adds 0.010. Added together, with the source effect taken at 600 nm defocus, these four values come to less than 0.14. The effects are not strictly additive; acting together at 600 nm defocus they give about 0.11. That is below the threshold of 0.30 used above, so in a simple threshold model with these imperfections the centre of the line stays unexposed. The margin depends on the source size: for \(\sigma=0.5\) the joint value is 0.24. Mask topography enters here only through the assumed phase and amplitude errors; a full treatment would solve for the field in the etched mask. The numerical output lists the separate contributions.

## Numbers as computed

```
wavelength = 248 nm, NA = 0.60
pupil cutoff NA/wavelength = 0.002419 1/nm
wavelength/NA = 413.3 nm
largest I(0), 20 random even pupils = 8.1e-31 (clear field 1)
defocus 0 nm: phase at pupil rim = -0.000 rad
  phase edge I(0) = 2.1e-31, chrome I(0) = 0.2500
  I at 20, 50, 100 nm = 0.0371, 0.2196, 0.7255
  K = 9.365e-05 1/nm^2, K/K(focus) = 1.000
  dark-line width at I = 0.30: 118.4 nm
defocus 300 nm: phase at pupil rim = -1.520 rad
  phase edge I(0) = 2.0e-31, chrome I(0) = 0.2500
  I at 20, 50, 100 nm = 0.0304, 0.1805, 0.6054
  K = 7.662e-05 1/nm^2, K/K(focus) = 0.818
  dark-line width at I = 0.30: 131.8 nm
defocus 600 nm: phase at pupil rim = -3.040 rad
  phase edge I(0) = 3.1e-33, chrome I(0) = 0.2500
  I at 20, 50, 100 nm = 0.0163, 0.0984, 0.3512
  K = 4.097e-05 1/nm^2, K/K(focus) = 0.437
  dark-line width at I = 0.30: 182.6 nm
2D test, coma 0.10 waves across edge: I(0) = 0.1719
2D test, same coma along edge: I(0) = 1.4e-33
coma 0.02 waves, in focus: I(0) = 0.00639
  zero moves to x = 8.28 nm; estimate 8.27 nm
coma 0.02 waves + 300 nm defocus: I(0) = 0.00682
  smallest I = 8.65e-04 at x = 8.84 nm
mask phase error 3 deg: I(0) = 6.85e-04
mask amplitude ratio 0.95: I(0) = 6.25e-04
both mask errors: I(0) = 1.28e-03
one source point at s = 0.30, in focus: I(0) = 0.0388
disc source sigma 0.30, defocus 0 nm: I(0) = 0.0096
disc source sigma 0.30, defocus 300 nm: I(0) = 0.0316
disc source sigma 0.30, defocus 600 nm: I(0) = 0.0800
small-source estimate sigma^2/pi^2 = 0.0091
longitudinal |Ez(0)|^2 in air, in focus = 0.1459
longitudinal |Ez(0)|^2 in resist n = 1.75: 0.0476
  unpolarized light in resist: 0.0238
Gaussian blur 15 nm, in focus: I(0) = 0.0207
  leading estimate K*blur^2 = 0.0211
flare 1 percent: I(0) = 0.0100
```
